# Staircase growth rates from sharp reaction fronts moving through fixed cells

## What fixes the form of the rate

Consider a planar product layer fed by diffusion from its surface. If diffusion adjusts quickly compared with growth, the material enters the problem through one growth constant $K$, with dimensions length²/time. A rate of thickening built from $K$ and a diffusion distance $L$ must then have the form

$$
v=\text{constant}\times\frac{K}{L}.
$$

In the continuous problem $L$ is the layer thickness $s$, which grows smoothly, and so the rate falls smoothly. A grid of fixed cells adds a second length, the cell width $h$. If each cell changes phase as a whole, $L$ stays constant while a cell fills and then increases by $h$. The rate inherits this history: a plateau, a sudden fall, and a longer plateau.

The quantity that forms this staircase is the uptake rate at the interface, expressed as a velocity. The thickness counted in whole product cells behaves differently. It jumps, so its time derivative vanishes between jumps and is undefined at them.

## The continuous reference

Let $x=0$ be the surface and let $x$ increase towards the unreacted material. The diffusing species has a fixed concentration at the surface and a lower fixed concentration $c_i$ on the product side of the interface. Their difference is $\Delta c$. The diffusivity $D$ is constant, and $N$ is the amount of the species needed to turn unit volume into product at concentration $c_i$.

In the quasi-steady limit the concentration profile is linear, so the flux towards the interface is $J=D\Delta c/s$. The balance $N\,ds/dt=J$ gives

$$
\frac{ds}{dt}=\frac{K}{s},\qquad
K=\varepsilon D,\qquad \varepsilon=\frac{\Delta c}{N}.
$$

The dimensionless constant above is therefore one. Multiplying by $s$ and integrating from $s=0$ at $t=0$ gives $s^2=2Kt$.

## Distance before and after a reassignment

Let $n$ cells be product. Their centres lie at $x_j=(j-\tfrac12)h$. The next cell is reacting, and the numerical scheme imposes $c_i$ at its centre. For $n\geq1$, the steady flux crosses a half cell from the surface to the first centre, $n-1$ links between product centres, and one link to the reacting centre. Adding the concentration drops gives

$$
\Delta c=\frac{J}{D}\left[\frac h2+(n-1)h+h\right]
=\frac{J L_n}{D},\qquad L_n=(n+\tfrac12)h.
$$

For $n=0$ the single half-cell link gives the same formula. The plateau rate is

$$
v_n=\frac JN=\frac{K}{L_n}.
$$

When the product thickness reaches $nh$, the distance changes from $(n-\tfrac12)h$ to $(n+\tfrac12)h$. Relative to the old plateau, the rate falls by

$$
1-\frac{v_n}{v_{n-1}}
=1-\frac{n-\frac12}{n+\frac12}
=\frac{1}{n+\frac12}.
$$

The continuous rate at this thickness, $K/(nh)$, lies between the two plateaus because $n-\tfrac12<n<n+\tfrac12$. The scheme is too fast just before the reassignment and too slow just after it.

These errors cancel over a cell. At the plateau rate, filling takes $h/v_n=hL_n/K$. The continuous law needs

$$
\int_{nh}^{(n+1)h}\frac{s\,ds}{K}
=\frac{h^2}{2K}\left[(n+1)^2-n^2\right]
=\frac{h^2}{K}(n+\tfrac12)=\frac{hL_n}{K}.
$$

The times agree because the frozen distance is the midpoint value of a linear integrand. Summing over $M$ cells gives $M^2h^2/(2K)$, the parabolic time. A visible staircase can thus accompany correct quasi-steady filling times.

The cancellation depends on where $c_i$ is imposed. If the distance is $(n+a)h$ with $a>0$, the total time is

$$
\frac{h^2}{K}\sum_{n=0}^{M-1}(n+a)
=\frac{h^2}{2K}\left[M^2+(2a-1)M\right].
$$

Placing the condition at the far face, $a=1$, lengthens the time by the fraction $1/M$. For 20 cells this is 5%.

## How far the thickness is wrong

The whole-cell thickness lags the continuous one by up to $h$ just before a reassignment. Counting the partial fill reduces the error. Let $t_n=n^2h^2/(2K)$ be the start of a plateau and define

$$
s_f=nh+v_n(t-t_n).
$$

The lag $\sqrt{2Kt}-s_f$ is zero at both ends of the plateau. It is largest where the two slopes agree, $K/s=K/L_n$, hence at $s=L_n$. The time elapsed since $t_n$ is then

$$
\frac{L_n^2-n^2h^2}{2K}=\frac{h^2}{2K}(n+\tfrac14).
$$

Multiplying by $v_n=K/L_n$ gives the partial fill, so the maximum lag is

$$
\frac h2-\frac{h^2(n+\frac14)}{2L_n}
=\frac{h^2}{2L_n}\left[(n+\tfrac12)-(n+\tfrac14)\right]
=\frac{h^2}{8L_n}.
$$

## What the abrupt change does to the profile

The plateau is not reached at once. The newly assigned product cell starts at $c_i$, and the next reacting centre is also held at $c_i$. Their difference is zero, so the uptake drops to zero and recovers as the species diffuses into the new cell.

The missing uptake can be calculated. Let $m$ be the number of product cells after the change, with $L=(m-\tfrac12)h$ the old distance and $L'=L+h$ the new one. If the old profile was steady, the new steady profile exceeds it, in units of $\Delta c$, by

$$
w_j=\left(1-\frac{x_j}{L'}\right)-\left(1-\frac{x_j}{L}\right)
=\frac{h x_j}{LL'}.
$$

This includes the new cell, since $x_m=L$. The deficit $w$ then decays by diffusion, with zero values at $x=0$ and $x=L'$. Let $q_{j+1/2}$ be its flux from cell $j$ to the next centre, and $q_{1/2}$ its flux from the surface. Conservation gives $h\,dw_j/dt=q_{j-1/2}-q_{j+1/2}$. Weight this equation by $x_j/L'$ and sum over the cells. The weight is $h/(2L')$ in the first cell, rises by $h/L'$ per cell, and is $1-h/L'$ in the last, so regrouping the fluxes gives

$$
\frac{d}{dt}\sum_{j=1}^{m}h w_j\frac{x_j}{L'}
=\frac1{L'}\left[\frac h2q_{1/2}+h\sum_{j=1}^{m}q_{j+1/2}\right]-q_{m+1/2}.
$$

The bracket is $D$ times the difference between the two end values of $w$, which is zero. The last term is the missing interface flux. Integrating until $w$ has vanished, the missing amount per area is

$$
\Delta c\,h\sum_{j=1}^{m}w_j\frac{x_j}{L'}
=\frac{\Delta c\,h^2}{L(L')^2}\sum_{j=1}^{m}x_j^2
=\Delta c\,h\,\frac{m}{3(m+\frac12)}.
$$

The last step uses $\sum x_j^2=h^2m(m-\tfrac12)(m+\tfrac12)/3$. The plateau must supply both the conversion amount $Nh$ and this deficit. Dividing their sum by the plateau flux $D\Delta c/L_m$ gives the filling time

$$
T_m=\frac{h^2}{K}\left(m+\frac12+\frac{\varepsilon m}{3}\right).
$$

Summing from $m=0$ to $M-1$ gives

$$
t_M=\frac{h^2}{K}\left[\frac{M^2}{2}+\frac{\varepsilon M(M-1)}6\right].
$$

These two results were derived by assuming that the layer relaxes within each filling time. For many cells the slowest mode is close to $\sin(\pi x/L_n)$, with decay time $L_n^2/(\pi^2D)$. Its ratio to the leading filling time $hL_n/K$ is

$$
\frac{L_n^2/(\pi^2D)}{hL_n/(\varepsilon D)}
=\frac{\varepsilon(n+\frac12)}{\pi^2}.
$$

Clean plateaus need this ratio to be small. At fixed thickness, refinement makes the steps smaller but also makes the ratio larger.

## Size in an oxide layer

Take a TiN film oxidizing to rutile near 873 K, with rough round values $D=100$ nm²/s and $\varepsilon=0.01$. Then $K=1$ nm²/s. Cells of width 5 nm are used to grow 100 nm of oxide. Lengths are oxide thicknesses, in a frame fixed to the oxide.

| Thickness (nm) | Distance (nm) | Plateau rate (nm/s) | Fall |
|---:|---:|---:|---:|
| 5 | 2.5 → 7.5 | 0.400 → 0.133 | 66.7% |
| 25 | 22.5 → 27.5 | 0.0444 → 0.0364 | 18.2% |
| 50 | 47.5 → 52.5 | 0.0211 → 0.0190 | 9.5% |
| 95 | 92.5 → 97.5 | 0.0108 → 0.0103 | 5.1% |

At 50 nm the continuous rate is 0.0200 nm/s, between the two plateaus. Halving $h$ at this thickness reduces the fall from 9.5% to 4.9%. In the quasi-steady limit, the maximum partial-fill lag is 1.25 nm in the first cell and 0.032 nm in the last.

The dips were followed by solving the cell diffusion equations with an eigenvector expansion between reassignments. After the change at 95 nm, uptake starts from zero and comes within 10% of a step height of its new plateau in 29 s. Filling that cell takes $25(19.5+0.01\times19/3)=489$ s, so most of the interval is a plateau. The total time is

$$
25\left[200+\frac{0.01\times20\times19}{6}\right]\ \text{s}
=5016\ \text{s}=83.6\ \text{min},
$$

against 5000 s from the quasi-steady parabola. The difference is a real storage effect, as the continuous moving-boundary problem shows. Put $s=2\lambda\sqrt{Dt}$ and let the scaled concentration be $1-\operatorname{erf}[x/(2\sqrt{Dt})]/\operatorname{erf}\lambda$. This satisfies the diffusion equation and both end conditions. Equating the interface flux to $N\,ds/dt$ gives

$$
\frac{D\Delta c\,e^{-\lambda^2}}{\sqrt{\pi Dt}\,\operatorname{erf}\lambda}
=N\lambda\sqrt{\frac Dt}
\quad\Rightarrow\quad
\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=\varepsilon.
$$

Solving for $\lambda$ numerically gives $s^2/(4\lambda^2D)=5017$ s for 100 nm.

The relaxation ratio reaches one near $\pi^2/\varepsilon\approx987$ cells, but the plateaus go earlier. The slowest mode starts about two step heights below the plateau, so recovery to within 10% of a step takes about three decay times, and the ratio must stay below about one third. With $\varepsilon=0.01$ the plateau occupies less than half of the interval from about 165 cells and is no longer reached from about 325 cells. For this oxide that means $h\approx0.6$ nm and $h\approx0.3$ nm, near the lattice spacing, where a continuum layer model is hard to justify. Strong storage brings the limit within reach. With $\varepsilon=0.3$ and the same numerical method, uptake with 3 product cells ends its interval only 0.00012 step heights below the plateau. With 59 product cells it ends 2.55 step heights below. The plateaus are lost, yet the time to fill 60 cells is 0.9995 of the continuous moving-boundary value.

## What to do about it

If the filling times are sufficient, keep the centred condition and extract $K$ from $s^2$ against $t$ at the reassignments, provided $\varepsilon$ is small. If a rate curve is needed, plot each plateau at thickness $L_n$, where $K/L_n$ lies on the continuous quasi-steady curve. Plotting it at $nh$ makes the inferred growth constant $v_nnh=Kn/(n+\tfrac12)$, which is too low by the fraction $1/(2n+1)$.

To remove the steps, let the interface follow the filled fraction $f$ of the reacting cell:

$$
L=(n+f)h,\qquad v=\frac{K}{(n+f)h}.
$$

At $f=1$ this equals the next cell's rate at $f=0$, so the quasi-steady jump disappears. Since $s=(n+f)h$, the parabolic law is recovered. Start from a small finite layer, because the rate diverges at $s=0$. In a transient calculation, also give the new product centre the value interpolated from the profile; resetting it to $c_i$ would recreate the dip. The species stored in that cell must be included in the mass balance. Counting it as a linear profile in the partly filled cell leaves a residual jump in the front speed of order $\varepsilon$ step heights: about 0.01 for $\varepsilon=0.01$ and 0.24 for $\varepsilon=0.3$ at 10 cells. In a transient calculation the steps are thus reduced rather than removed.

## Limits for a real film

The TiN parameters are illustrative and cannot predict a particular film. In particular, $\varepsilon=0.01$ means a change of about 0.02 oxygen per titanium across the layer, and this has not been checked against the range of oxygen content that rutile can hold at this temperature; a smaller $\varepsilon$ at the same $K$ would reduce the storage correction in proportion. With a rough activation energy of 2 eV, a 10 K rise increases $K$ by 35%, far more than the storage correction. If the interface reaction is first order in the concentration difference there and alone would limit growth to an assumed 0.2 nm/s, its resistance adds $K/(0.2\ \text{nm/s})=5$ nm to every diffusion distance and lengthens the time to 100 nm by 10%. The stairs remain, with smaller relative falls.

Swelling affects the meaning of the depth. Per titanium atom, rutile occupies roughly 1.6 times the volume of TiN. If the film's area stays fixed, 100 nm of oxide therefore consumes roughly 60 nm of nitride. Mistaking 100 nm of nitride for 100 nm of oxide would put the time wrong by the square of the volume ratio, a factor between two and three. The model also omits the released nitrogen. If it all formed N₂ at 873 K and 1 atm, it would occupy about 1900 times the oxide volume. Should its escape open pores or cracks, the oxide thickness would no longer be the diffusion distance, and this model could not bound the resulting error.
